# Why the hydrogen ground-state Stark series diverges: tunnelling and dispersion: a numerical check

```python
# Result under test (hydrogen ground state, atomic units, H = -Laplacian/2 - 1/r + F z):
#   E(F) ~ sum over even N of E_N F^N,
#   E_N = -(6/pi) N! (3/2)^N [1 - 107/(18 N) + ...],
# which follows from the tunnelling width
#   Gamma(F) = (4/F) exp(-2/(3F)) [1 - 107 F/12 + ...]
# through the dispersion relation
#   E_N = -(1/pi) int_0^R Gamma F^(-N-1) dF + (1/pi) R^(-N) int_0^pi E(R e^{i a}) e^{-i N a} da.
# Symbols: kappa = sqrt(-2E), g = F/kappa^3, b(g) = lowest level of
#   -(x f')' + x f/4 + g x^2 f/4 = b f,   kappa [b(g) + b(-g)] = 1.
# Complex levels are found with the rotated coordinate x -> x e^{i phi}.
from fractions import Fraction
from math import factorial, pi, exp, sqrt
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.special import roots_laguerre, eval_genlaguerre
from scipy.constants import physical_constants


def value_at_zero(nodes, values):
    """Polynomial through the points (nodes, values), evaluated at zero."""
    total = 0.0
    for i, xi in enumerate(nodes):
        weight = 1.0
        for j, xj in enumerate(nodes):
            if j != i:
                weight *= xj / (xj - xi)
        total += weight * values[i]
    return total


# ---------- exact perturbation coefficients ----------
def oscillator_series(order):
    """Coefficients of b in powers of g/4, from the Riccati equation for f'/f."""
    logder = [None]
    level = [Fraction(1, 2)]
    for j in range(1, order + 1):
        source = [0] * (j + 2)
        if j == 1:
            source[2] = 1
        for i in range(1, j):
            right = logder[j - i]
            for p, a in enumerate(logder[i]):
                for q, c in enumerate(right):
                    source[p + q + 1] -= a * c
        coef = [0] * (j + 2)
        for m in range(j + 1, 0, -1):
            coef[m - 1] = (m + 1) * coef[m] - source[m]
        logder.append(coef[:j + 1])
        level.append(Fraction(-coef[0]))
    return level


MAX_ORDER = 80
b_series = oscillator_series(MAX_ORDER)
B_even = [2 * b_series[2 * m] / Fraction(16) ** m for m in range(MAX_ORDER // 2 + 1)]


def stark_coefficient(N):
    """E_N = [g^N] B(g)^(3N-2) / (3N-2), with B(g) = b(g) + b(-g)."""
    power = 3 * N - 2
    c = [Fraction(1)]
    for n in range(1, N // 2 + 1):
        c.append(sum((power * m - n + m) * B_even[m] * c[n - m]
                     for m in range(1, n + 1)) / n)
    return c[N // 2] / power


E_series = {N: stark_coefficient(N) for N in range(0, MAX_ORDER + 1, 2)}
assert E_series[0] == Fraction(-1, 2)
assert E_series[2] == Fraction(-9, 4)
assert E_series[4] == Fraction(-3555, 64)

# ---------- complex levels of the separated problem ----------
SIZE = 100
_n = np.arange(SIZE + 2)
_x = np.diag(2.0 * _n + 1) - np.diag(_n[1:] * 1.0, 1) - np.diag(_n[1:] * 1.0, -1)
X2 = (_x @ _x)[:SIZE, :SIZE]
X = _x[:SIZE, :SIZE]
KINETIC = np.diag(np.arange(SIZE) + 0.5) - X / 4


def tracked_level(matrix, vector, steps=5):
    """Inverse iteration for a complex symmetric matrix, following one level."""
    unit = np.eye(len(vector))
    level = vector @ matrix @ vector / (vector @ vector)
    for _ in range(steps):
        vector = np.linalg.solve(matrix - (level + 1e-7) * unit, vector)
        vector = vector / np.linalg.norm(vector)
        level = vector @ matrix @ vector / (vector @ vector)
    return level, vector


def oscillator_level(strength, angle, share=0.75):
    """b and db/dg at g = strength * e^{i angle}, continued from angle 0."""
    phi = -share * angle / 3
    slope = np.exp(2j * phi) * X2 / 4
    matrix = (np.exp(-1j * phi) * KINETIC + np.exp(1j * phi) * X / 4
              + strength * np.exp(1j * angle) * slope)
    start = (1j * np.tan(phi / 2)) ** np.arange(SIZE)
    level, v = tracked_level(matrix, start)
    return level, v @ slope @ v / (v @ v)


def stark_energy(size, angle=0.0, share=0.75):
    """E(F) at F = size * e^{i angle}, 0 <= angle <= pi, by Newton steps in kappa."""
    kappa = 1.0 + 0.0j
    for _ in range(6):
        strength = size / abs(kappa) ** 3
        turn = angle - 3 * np.angle(kappa)
        b_up, d_up = oscillator_level(strength, turn, share)
        b_down, d_down = oscillator_level(strength, turn - pi, share)
        g = strength * np.exp(1j * turn)
        total = b_up + b_down
        kappa = kappa - (kappa * total - 1) / (total - 3 * g * (d_up - d_down))
    return -kappa ** 2 / 2


# ---------- whole atom in spherical coordinates, no separation ----------
def spherical_resonance(field, nrad=36, lmax=18, phi=0.5):
    x, w = roots_laguerre(nrad + 4)
    n = np.arange(nrad)[:, None]
    norm = np.sqrt((n + 1.0) * (n + 2.0))
    poly = eval_genlaguerre(n, 2.0, x) / norm
    dpoly = -np.where(n > 0, eval_genlaguerre(np.maximum(n - 1, 0), 3.0, x), 0.0) / norm
    slope = (1 - x / 2) * poly + x * dpoly
    kinetic = 2 * (slope * w) @ slope.T
    inv_r2 = 4 * (poly * w) @ poly.T
    inv_r = 2 * (poly * w * x) @ poly.T
    radius = (poly * w * x ** 3) @ poly.T / 2
    l = np.arange(lmax + 1)
    c = (l[:-1] + 1) / np.sqrt((2 * l[:-1] + 1.0) * (2 * l[:-1] + 3.0))
    cosine = np.diag(c, 1) + np.diag(c, -1)
    matrix = (np.kron(np.eye(lmax + 1),
                      np.exp(-2j * phi) * kinetic - np.exp(-1j * phi) * inv_r)
              + np.kron(np.diag(l * (l + 1) / 2), np.exp(-2j * phi) * inv_r2)
              + np.kron(cosine, field * np.exp(1j * phi) * radius))
    start = np.zeros((lmax + 1, nrad), dtype=complex)
    start[0] = norm[:, 0] * (1j * np.tan(phi / 2)) ** np.arange(nrad)
    return tracked_level(matrix, start.ravel())[0]


F0 = 0.05
E0 = stark_energy(F0)
E0_sphere = spherical_resonance(F0)
assert abs(E0 - E0_sphere) < 1e-8
assert abs(E0 - stark_energy(F0, share=0.95)) < 1e-12
gamma0 = -2 * E0.imag
assert gamma0 > 0

# ---------- the series is asymptotic all the way round the upper half-plane ----------
small = 0.02
worst = 0.0
for a in np.linspace(0, pi, 5):
    z = small * np.exp(1j * a)
    rest = stark_energy(small, a) - sum(float(E_series[N]) * z ** N for N in (0, 2, 4))
    worst = max(worst, abs(rest / (float(E_series[6]) * z ** 6) - 1))
assert worst < 0.1

# ---------- barrier wave: each order of the expansion solves its equation ----------
s, xs = sp.symbols("s x", positive=True)
t = 1 - s ** 2


def d_dt(q):
    return -sp.diff(q, s) / (2 * s)


T0 = (s ** 3 - 1) / 3
T1 = sp.log(2) - sp.log(1 + s) - sp.log(s) / 2
T2_free = (sp.Rational(5, 3) / s ** 3 + 4 / s ** 2 + 4 / s + 4 / (1 + s)) / 8
T2 = T2_free - T2_free.subs(s, 1)
D0, D1, D2 = d_dt(T0), d_dt(T1), d_dt(T2)
half = sp.Rational(1, 2)
residuals = [t * D0 ** 2 - t * (1 - t) / 4,
             t * d_dt(D0) + 2 * t * D0 * D1 + D0 + half,
             t * d_dt(D1) + t * (D1 ** 2 + 2 * D0 * D2) + D1 - half]
assert all(sp.simplify(r) == 0 for r in residuals)
inner = xs ** 2 / 8 + xs / 2
assert sp.expand(-xs * sp.diff(inner, xs, 2) - (1 - xs) * sp.diff(inner, xs)
                 - xs ** 2 / 4 + half) == 0
far_constant = sp.limit(T2, s, sp.oo)
norm_slope = 2 * sp.integrate(sp.exp(-xs) * inner, (xs, 0, sp.oo))
slope_g = 2 * far_constant - norm_slope
slope_F = slope_g + 2 * sp.Rational(E_series[2].numerator, E_series[2].denominator)


# ---------- widths at weak field from the outgoing flux, without cancellation ----------
def gamma_lead(F):
    return 4 / F * exp(-2 / (3 * F))


def flux_over_norm(g, b):
    """-Im b(-g): the outgoing wave is integrated inward from far outside the barrier.

    State: f'/f, ln|f/f(far)|, and the integral of |f|^2 outside x over |f(x)|^2."""
    far, near = 4 / g, 1e-4
    q = -0.25 + b / far + 0.25 / far ** 2 + g * far / 4
    q1 = -b / far ** 2 - 0.5 / far ** 3 + g / 4
    q2 = 2 * b / far ** 3 + 1.5 / far ** 4
    p = sqrt(q)
    wave = (1j * p - q1 / (4 * q)
            + 1j * (5 * q1 ** 2 / (16 * q ** 2) - q2 / (4 * q)) / (2 * p))
    y_far = wave - 1 / (2 * far)

    def rhs(x, state):
        y, _, m = state
        return [(x / 4 - g * x * x / 4 - b - y) / x - y * y, y.real, -1 - 2 * y.real * m]

    run = solve_ivp(rhs, (far, near), np.array([y_far, 0, 0], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert run.success
    log_growth, outside = run.y[1, -1].real, run.y[2, -1].real
    return far * y_far.imag * exp(-2 * log_growth) / (outside + near)


def weak_field_width(g):
    """F, Gamma(F) and -Im b(-g); real parts from the series up to its smallest term."""
    order = min(40, int(2 / (3 * g)))
    b_down = sum(float(b_series[j]) * (-g / 4) ** j for j in range(order + 1))
    evens = range(order // 2 + 1)
    total = sum(float(B_even[m]) * g ** (2 * m) for m in evens)
    g_slope = sum(2 * m * float(B_even[m]) * g ** (2 * m) for m in evens)
    kappa = 1 / total
    leak = flux_over_norm(g, b_down)
    return g * kappa ** 3, 2 * kappa ** 2 * leak / (total - 3 * g_slope), leak


flux_gap = 0.0
for g in (0.028, 0.034):
    F, width, _ = weak_field_width(g)
    flux_gap = max(flux_gap, abs(width / (-2 * stark_energy(F).imag) - 1))
assert flux_gap < 5e-5

# ---------- tunnelling formulas against computed widths ----------
weak_g = [0.004, 0.006, 0.008, 0.010, 0.012]
weak = [weak_field_width(g) for g in weak_g]
weak_F = [item[0] for item in weak]
ratio_F = [item[1] / gamma_lead(item[0]) for item in weak]
ratio_g = [item[2] / (gamma_lead(g) / 2) for item, g in zip(weak, weak_g)]
prefactor_num = value_at_zero(weak_F, ratio_F)
slope_F_num = value_at_zero(weak_F, [(r - 1) / F for r, F in zip(ratio_F, weak_F)])
slope_g_num = value_at_zero(weak_g, [(r - 1) / g for r, g in zip(ratio_g, weak_g)])
assert abs(prefactor_num - 1) < 0.001
assert abs(slope_F_num - float(slope_F)) < 0.02
assert abs(slope_g_num - float(slope_g)) < 0.02
stronger = [0.028, 0.034, 0.040, 0.046, 0.052]
prefactor_strong = value_at_zero(
    stronger, [-2 * stark_energy(F).imag / gamma_lead(F) for F in stronger])

# ---------- dispersion relation with computed widths and complex-field energies ----------
R = 0.1
p, w = np.polynomial.legendre.leggauss(40)
u_low, u_high = 1 / R, 55.0
u = (u_high + u_low) / 2 + (u_high - u_low) / 2 * p
wu = w * (u_high - u_low) / 2
widths = np.array([-2 * stark_energy(1 / v).imag for v in u])
p, w = np.polynomial.legendre.leggauss(30)
arc_angle = pi / 4 * (1 + p)
wa = w * pi / 4
arc_energy = np.array([stark_energy(R, a) for a in arc_angle])
dispersion = {}
for N in (2, 4, 6, 8, 10):
    cut = -np.sum(wu * widths * u ** (N - 1)) / pi
    arc = 2 / pi * R ** (-N) * np.sum(wa * (arc_energy * np.exp(-1j * N * arc_angle)).real)
    dispersion[N] = (cut, arc)
    assert abs((cut + arc) / float(E_series[N]) - 1) < 1e-5
weight10 = wu * widths * u ** 9
mean_u = np.sum(weight10 * u) / np.sum(weight10)
mean_u_lead = 1.5 * 11
assert abs(mean_u / mean_u_lead - 1) < 0.2

# ---------- large orders of the exact coefficients ----------
scaled = {N: -pi / 6 * float(E_series[N] / (factorial(N) * Fraction(3, 2) ** N))
          for N in range(2, MAX_ORDER + 1, 2)}
high = list(range(40, 81, 8))
limit_num = value_at_zero([1 / N for N in high], [scaled[N] for N in high])
order_slope_num = value_at_zero([1 / N for N in high], [N * (scaled[N] - 1) for N in high])
order_slope = float(slope_F) * 2 / 3
assert abs(limit_num - 1) < 1e-4
assert abs(order_slope_num - order_slope) < 1e-2

# ---------- the series used at the field F0 ----------
terms = {N: float(E_series[N]) * F0 ** N for N in E_series}
N_min = min((N for N in terms if N > 0), key=lambda N: abs(terms[N]))
stopped = sum(terms[N] for N in terms if N <= N_min)
assert abs(N_min - 2 / (3 * F0)) <= 3
assert abs(E0.real - stopped) < 5 * abs(terms[N_min])

field_unit = physical_constants["atomic unit of electric field"][0]
time_unit = physical_constants["atomic unit of time"][0]
corrected0 = gamma_lead(F0) * (1 + float(slope_F) * F0)

print("Atomic units unless a unit is given")
print("Exact E_2, E_4, E_6:", E_series[2], E_series[4], E_series[6])
print(f"Field F0 = {F0} = {F0 * field_unit:.4e} V/m")
print(f"Re E(F0), separated equations = {E0.real:.9f}")
print(f"Re E(F0), spherical whole atom = {E0_sphere.real:.9f}")
print(f"Gamma(F0), separated equations = {gamma0:.5e}")
print(f"Gamma(F0), spherical whole atom = {-2 * E0_sphere.imag:.5e}")
print(f"Lifetime 1/Gamma at F0 = {time_unit / gamma0 * 1e15:.1f} fs")
print(f"Leading tunnelling formula at F0 = {gamma_lead(F0):.5e}")
print(f"With first correction at F0 = {corrected0:.5e}")
print("Constant of T2 far outside the barrier:", far_constant)
print("Norm slope in g:", norm_slope)
print("Derived slope of Im b correction in g:", slope_g, f"= {float(slope_g):.4f}")
print(f"Same slope from computed levels = {slope_g_num:.4f}")
print("Derived slope of Gamma correction in F:", slope_F, f"= {float(slope_F):.4f}")
print(f"Same slope from computed widths = {slope_F_num:.4f}")
print(f"Flux width against complex eigenvalue: largest relative gap = {flux_gap:.1e}")
print(f"Weak fields used: F = {weak_F[0]:.5f} to {weak_F[-1]:.5f}")
print(f"Gamma/leading formula extrapolated to F=0: {prefactor_num:.6f}")
print(f"Same extrapolation from F = 0.028 to 0.052: {prefactor_strong:.4f}")
print(f"|F|={small}: worst relative gap of remainder to E_6 F^6 = {worst:.3f}")
print(f"Dispersion relation, R = {R}: N, exact E_N, cut part, arc part")
for N, (cut, arc) in dispersion.items():
    print(f"  {N:2d}  {float(E_series[N]):.7e}  {cut:.7e}  {arc:.7e}")
print(f"Mean 1/F weighted in E_10: {mean_u:.2f}; leading formula {mean_u_lead:.2f}")
print("Large orders: N, E_N, E_N/[-(6/pi)N!(3/2)^N], 1-107/(18N)")
for N in (10, 20, 40, 60, 80):
    print(f"  {N:2d}  {float(E_series[N]):.5e}  {scaled[N]:.5f}  {1 + order_slope / N:.5f}")
print(f"Ratio extrapolated to infinite N = {limit_num:.7f}")
print(f"Slope in 1/N: extrapolated {order_slope_num:.5f}, derived {order_slope:.5f}")
print(f"Series at F0: smallest term at N = {N_min}; 2/(3 F0) = {2 / (3 * F0):.2f}")
print(f"Smallest term = {terms[N_min]:.3e}")
print(f"Sum through smallest term = {stopped:.9f}")
print(f"Re E(F0) minus that sum = {E0.real - stopped:.3e}")
print(f"Term N=40 at F0 = {terms[40]:.3e}")
print("PASS")
```

It prints:

```
Atomic units unless a unit is given
Exact E_2, E_4, E_6: -9/4 -3555/64 -2512779/512
Field F0 = 0.05 = 2.5711e+10 V/m
Re E(F0), separated equations = -0.506105425
Re E(F0), spherical whole atom = -0.506105425
Gamma(F0), separated equations = 7.71842e-05
Gamma(F0), spherical whole atom = 7.71842e-05
Lifetime 1/Gamma at F0 = 313.4 fs
Leading tunnelling formula at F0 = 1.29568e-04
With first correction at F0 = 7.18021e-05
Constant of T2 far outside the barrier: -35/24
Norm slope in g: 3/2
Derived slope of Im b correction in g: -53/12 = -4.4167
Same slope from computed levels = -4.4167
Derived slope of Gamma correction in F: -107/12 = -8.9167
Same slope from computed widths = -8.9167
Flux width against complex eigenvalue: largest relative gap = 3.3e-06
Weak fields used: F = 0.00400 to 0.01201
Gamma/leading formula extrapolated to F=0: 0.999999
Same extrapolation from F = 0.028 to 0.052: 1.0194
|F|=0.02: worst relative gap of remainder to E_6 F^6 = 0.072
Dispersion relation, R = 0.1: N, exact E_N, cut part, arc part
   2  -2.2500000e+00  -1.1605476e-01  -2.1339452e+00
   4  -5.5546875e+01  -1.7997764e+01  -3.7549111e+01
   6  -4.9077715e+03  -3.2079507e+03  -1.6998207e+03
   8  -7.9423693e+05  -6.8982224e+05  -1.0441467e+05
  10  -1.9453196e+08  -1.8712810e+08  -7.4037906e+06
Mean 1/F weighted in E_10: 18.13; leading formula 16.50
Large orders: N, E_N, E_N/[-(6/pi)N!(3/2)^N], 1-107/(18N)
  10  -1.94532e+08  0.48676  0.40556
  20  -1.12106e+22  0.72557  0.70278
  40  -1.47821e+55  0.85790  0.85139
  60  -5.28175e+92  0.90391  0.90093
  80  -1.54987e+133  0.92740  0.92569
Ratio extrapolated to infinite N = 1.0000022
Slope in 1/N: extrapolated -5.94440, derived -5.94444
Series at F0: smallest term at N = 12; 2/(3 F0) = 13.33
Smallest term = -1.618e-05
Sum through smallest term = -0.506115052
Re E(F0) minus that sum = 9.626e-06
Term N=40 at F0 = -1.344e+03
PASS
```
